# Mode-Resolved Phonon Scattering and Specularity at a Rough Crystal Boundary

## The decision

A Boltzmann calculation of heat flow through a layered film needs a rule for each phonon that meets an internal boundary: does it keep its transverse wave number, or is it sent into other directions? The total Green-function transmission cannot settle this, because it sums over all outgoing modes. We need the amplitude from each Bloch mode to each other one, and a definition of specularity that does not count accidental forward scattering as order.

## Leads and Bloch matrices

Assume harmonic, lossless motion with time factor $e^{-i\omega t}$. Let $u=\sqrt m\,x$ be the mass-normalized displacement, so that $\omega^2u=Hu$ with $H=M^{-1/2}KM^{-1/2}$, where $K$ holds the springs and $M$ the masses. The boundary region is a finite device between two periodic leads. Its first and last layers are already pure lead material. The structure repeats along $y$ after $N_y$ rows.

In either lead, number the layers outward, away from the device. Let $H_0$ act within a layer and let $C$ couple it to the next one outward:

$$z u_n=H_0u_n+Cu_{n+1}+C^\dagger u_{n-1},\qquad z=\omega^2(1+i\eta). \tag{1}$$

The small $\eta>0$ selects outgoing waves. A Bloch wave $e^{ikna}$ with outward velocity $v$ must satisfy $2\omega v\,\delta k=i\eta\omega^2$, so $\delta k=i\eta\omega/(2v)$. It decays outward if $v>0$.

Let $g$ be the Green function on the first layer of a half-infinite lead. Layer $n$ drives the lead beyond it with the source $C^\dagger u_n$, hence

$$u_{n+1}=F u_n,\qquad F=gC^\dagger. \tag{2}$$

Using this for the second layer in the equation of the first gives

$$g=(z-H_0-\Sigma)^{-1},\qquad \Sigma=CgC^\dagger=CF. \tag{3}$$

To solve (3), eliminate every second layer. Write the surface and bulk blocks as $e_s,e$ and the outward and inward couplings as $\alpha,\beta$. An eliminated layer obeys $u_n=G_e(\alpha u_{n+1}+\beta u_{n-1})$ with $G_e=(z-e)^{-1}$. Substitution into its neighbours gives

$$e_s\to e_s+\alpha G_e\beta,\quad e\to e+\alpha G_e\beta+\beta G_e\alpha,\quad \alpha\to\alpha G_e\alpha,\quad \beta\to\beta G_e\beta .$$

Start from $e_s=e=H_0$, $\alpha=C$, $\beta=C^\dagger$. When the couplings are negligible, $g=(z-e_s)^{-1}$. After $j$ steps a coupling spans $2^j$ layers, so a propagating wave has decayed by $\exp[-2^j\eta\omega a/(2v)]$. The number of steps therefore grows as $\log_2(1/\eta)$.

The retarded Bloch matrix $F$ has eigenvalues $\lambda=e^{ika}$. Propagating modes have $|\lambda|\to1$ and move outward; evanescent ones have $|\lambda|<1$. Replacing $z$ by $z^*$ turns $g$ into $g^\dagger$ and gives the advanced matrix $F_{\rm adv}=g^\dagger C^\dagger$, whose propagating modes move inward. The columns of $U_{\rm out}$ and $U_{\rm in}$ are the normalized eigenvectors of $F$ and $F_{\rm adv}$, evanescent ones included. We assume that these sets are complete.

## Flux, velocity and the effect of finite $\eta$

Let $u$ and $w$ both be outgoing solutions. Multiply (1) for $u$ by $w_n^\dagger$, and the conjugate of (1) for $w$ by $u_n$. On subtraction the $H_0$ terms cancel:

$$W_n-W_{n-1}=2i\eta\omega^2w_n^\dagger u_n,\qquad W_n=w_n^\dagger Cu_{n+1}-w_{n+1}^\dagger C^\dagger u_n. \tag{4}$$

By (2), $W_n=w_n^\dagger(\Sigma-\Sigma^\dagger)u_n=-iw_n^\dagger\Gamma u_n$, where $\Gamma=i(\Sigma-\Sigma^\dagger)$. For two eigenvectors set $\Lambda=\lambda_m^*\lambda_n$. Then $W_{n-1}=W_n/\Lambda$ (for $\Lambda\ne0$), and (4) becomes

$$\phi_m^\dagger\Gamma\phi_n=\frac{2\eta\omega^2\Lambda}{1-\Lambda}\,\phi_m^\dagger\phi_n. \tag{5}$$

If $\Lambda$ stays away from 1, the right side vanishes with $\eta$. Evanescent modes then carry no flux, and propagating modes with different $\lambda$ are flux-orthogonal. For one propagating mode, $\Lambda\simeq1-\eta\omega a/v$, and the small quantities cancel:

$$\phi^\dagger\Gamma\phi=\frac{2\omega v}{a}. \tag{6}$$

The Bloch Hamiltonian confirms this at $\eta\to0$. With $h(k)=H_0+Ce^{ika}+C^\dagger e^{-ika}$,

$$2\omega v=\phi^\dagger\frac{\partial h}{\partial k}\phi=ia\,\phi^\dagger(\Sigma-\Sigma^\dagger)\phi=a\,\phi^\dagger\Gamma\phi .$$

For incoming modes $CF_{\rm adv}=\Sigma^\dagger$, so the outward velocity changes sign and (6) holds with the speed.

The quantity is indeed an energy flux. The springs from layer $n$ exert on layer $n+1$ the force $-C^\dagger u_n-Du_{n+1}$, with $D$ real and symmetric. The second term does no mean work, so the mean power delivered is

$$J=\tfrac12{\rm Re}\big[(-i\omega u_{n+1})^\dagger(-C^\dagger u_n)\big]
=\tfrac{\omega}{2}{\rm Im}(u_n^\dagger\Sigma^\dagger u_n)=\tfrac{\omega}{4}u_n^\dagger\Gamma u_n .$$

A normalized mode with amplitude $c$ thus carries $\omega^2v|c|^2/(2a)$.

**Degenerate modes.** Mirror symmetry gives the modes at transverse wave numbers $q$ and $-q$ the same $\lambda$. Equation (5) then does not make them orthogonal, and an eigenvalue routine may return any mixture. We therefore transform $F$ to transverse Fourier waves and diagonalize each $q$ block separately. Different $q$ are orthogonal under $\Gamma$ because $\Gamma$ commutes with transverse translations. With this basis, as $\eta\to0$,

$$U^\dagger\Gamma U=\frac{2\omega}{a}V,\qquad \Gamma U=\frac{2\omega}{a}(U^\dagger)^{-1}V, \tag{7}$$

where $V$ is diagonal, with speeds for propagating modes and zeros for evanescent ones.

## The scattering matrix

Let an incoming mode have the value $\phi$ on the device layer next to lead $\alpha$. If the full field there is $u$, its outgoing part is $u-\phi$, and the field one layer outward is $F_{\rm adv}\phi+F(u-\phi)$. Insert this into the equation of the end layer and move the terms in $u$ to the left:

$$(\omega^2-H_D-\Sigma)u=C(F_{\rm adv}-F)\phi=(\Sigma^\dagger-\Sigma)\phi=i\Gamma_\alpha\phi .$$

Here $H_D$ is the device matrix, and the $\Sigma$ on the left includes both leads. With $G=(\omega^2-H_D-\Sigma)^{-1}$ the field is $u=iG\Gamma_\alpha\phi$. In an unbroken lead nothing is scattered and $u=\phi$, so $iG_{\rm bulk}\Gamma_\alpha\phi=\phi$. The outgoing field at lead $\beta$ is therefore

$$w_\beta=i(G_{\beta\alpha}-\delta_{\beta\alpha}G_{{\rm bulk},\alpha})\Gamma_\alpha\phi .$$

The subtraction matters in reflection, where the total field still contains the incoming wave. Expand $w_\beta$ with $U_{\rm out}^{-1}$, multiply by $\sqrt{v}$ of the outgoing mode and divide by $\sqrt v$ of the incoming one. Equation (7) replaces $\Gamma_\alpha U_{\rm in}V^{-1/2}$ by $(2\omega/a)(U_{\rm in}^\dagger)^{-1}V^{1/2}$ on propagating columns:

$$\boxed{S_{\beta\alpha}=\frac{2i\omega}{a}V_\beta^{1/2}U_{{\rm out},\beta}^{-1}\big[G_{\beta\alpha}-\delta_{\beta\alpha}G_{{\rm bulk},\alpha}\big](U_{{\rm in},\alpha}^\dagger)^{-1}V_\alpha^{1/2}} \tag{8}$$

Only propagating rows and columns are kept, but the inverses are taken of the full matrices. If the layer spacings differ, the flux contains $v/a$ of each lead, and the prefactor becomes $2i\omega/\sqrt{a_\alpha a_\beta}$.

For transmission, (7) also gives $\Gamma=(2\omega/a)(U^\dagger)^{-1}VU^{-1}$. Cyclic reordering of the trace of $tt^\dagger$ then yields

$$\sum_{mn}|t_{mn}|^2={\rm Tr}(\Gamma_RG_{RL}\Gamma_LG_{RL}^\dagger).$$

The mode resolution thus redistributes the usual total without changing it.

## Unitarity and its numerical error

Let $\Gamma$ now contain both leads, and let $\phi$ be any superposition of propagating incoming modes. Since $H_D$ is Hermitian, $(G^\dagger)^{-1}-G^{-1}=\Sigma-\Sigma^\dagger=-i\Gamma$. Multiplying by $G^\dagger$ on the left and $G$ on the right gives $G^\dagger\Gamma G=i(G-G^\dagger)$. The outgoing field on the end layers is $w=(iG\Gamma-1)\phi$, so

$$\begin{aligned}
w^\dagger\Gamma w&=\phi^\dagger(\Gamma G^\dagger\Gamma G\Gamma+i\Gamma G^\dagger\Gamma-i\Gamma G\Gamma+\Gamma)\phi\\
&=\phi^\dagger\big[i\Gamma(G-G^\dagger)\Gamma-i\Gamma(G-G^\dagger)\Gamma+\Gamma\big]\phi=\phi^\dagger\Gamma\phi .
\end{aligned}$$

By (7) both sides are sums of modal fluxes. Outgoing and incoming flux are equal for every superposition, hence $S^\dagger S=1$. Because $H$ is real, complex conjugation pairs each incoming mode with an outgoing mode of the same lead. The matrix is square, and $SS^\dagger=1$ follows.

The identity for $w^\dagger\Gamma w$ survives finite $\eta$ in the leads as long as the device matrix is Hermitian. Two errors of order $\eta$ enter (8). First, (8) subtracts $iG_{\rm bulk}\Gamma\phi$ instead of $\phi$. The two agree only up to order $\eta$, because the incoming wave arrives with advanced damping and leaves the layer on the other side with retarded damping. Second, the flux is split into modes. By (5), an unwanted cross term relative to the diagonal term $2\omega v/a$ has size

$$\frac{\eta\omega a}{v}\left|\frac{\Lambda}{1-\Lambda}\right||\phi_m^\dagger\phi_n| .$$

Like the first error it is linear in $\eta$, and it grows as $1/v$ at a band edge, where $v\to0$. The first error grows faster there, as $1/v^2$, because both $G_{\rm bulk}$ and the shift $\delta k$ scale as $1/v$. For one rough sample the largest element of the unitarity defect is $4.36\times10^{-7}$ at $\eta=10^{-7}$ and $4.36\times10^{-5}$ at $\eta=10^{-5}$, the expected factor of 100.

Unitarity also exposes a bad degenerate basis. Replace $\phi_2$ by $\phi'=(\phi_1+\phi_2)/\sqrt2$. Then

$$c_1\phi_1+c_2\phi_2=(c_1-c_2)\phi_1+\sqrt2\,c_2\phi',$$

and the apparent flux is proportional to $|c_1-c_2|^2+2|c_2|^2$ instead of $|c_1|^2+|c_2|^2$. In the example such a basis satisfies the eigenvalue equation to $3\times10^{-12}$, yet the unitarity defect is 1.68. A small eigenvalue residual is no proof of a usable basis. Conversely, an orthogonal mixture of $\phi_1$ and $\phi_2$ preserves unitarity but destroys the label $q$, so unitarity does not validate specularity.

## What counts as specular

Call a channel specular if it has the same $q$ as the incoming mode. Polarization may change, and both reflection and transmission count. For one sample the weight in these channels includes waves that roughness has scattered into them by chance.

To separate this part, shift the boundary profile by $s$ rows. In shifted coordinates the incoming wave acquires $e^{iq_nas}$ and the outgoing amplitude $e^{-iq_mas}$:

$$S_{mn}\to e^{-i(q_m-q_n)as}S_{mn}. \tag{9}$$

If shifted profiles are equally likely, the ensemble mean must equal itself times this phase. Taking $s=1$ shows that $\langle S_{mn}\rangle=0$ unless $q_m=q_n$. The mean amplitude is therefore the part of the wave that keeps both its direction label and a definite phase. Define

$$p_n^{\rm raw}=\sum_{q_m=q_n}\langle|S_{mn}|^2\rangle,\qquad
p_n=\sum_{q_m=q_n}|\langle S_{mn}\rangle|^2 .$$

Their difference is the variance of the specular amplitudes, or speckle. To leading order in the disorder, an amplitude fluctuation at fixed $q$ is an average of $N_y$ independent row contributions. Its variance falls as $1/N_y$, so $p_n^{\rm raw}$ depends on the chosen supercell already at this order.

A finite number $N$ of samples introduces a bias. Let $\mu$ be the true mean, $\sigma^2$ the variance and $\bar S$ the sample mean. The expectation of $|\bar S|^2$ is $|\mu|^2+\sigma^2/N$, and that of $\overline{|S|^2}$ is $|\mu|^2+\sigma^2$. Eliminating $\sigma^2$ gives the unbiased estimator

$$|\mu|^2\simeq\frac{N|\bar S|^2-\overline{|S|^2}}{N-1}.$$

A transport model that treats reflection and transmission separately needs conditional values. Divide the coherent reflected part by the total reflection $R_n$ to get $p_n^R$, and the coherent transmitted part by $T_n$ to get $p_n^T$. Then $p_n=R_np_n^R+T_np_n^T$.

## A flat boundary as reference

The example is a model square lattice with in-plane motion and spacing $a=0.3$ nm. Central springs join nearest neighbours ($k_1=40$ N/m) and diagonal neighbours ($k_2=20$ N/m). The masses are $5\times10^{-26}$ kg on the left and $10^{-25}$ kg on the right, and $\omega=1.7\times10^{13}$ rad/s.

At $q=0$ each polarization reduces to a chain. A diagonal bond contributes $k_2/2$ along each axis, and two such bonds lead to the next layer. The effective spring is $\kappa=k_1+k_2$ for longitudinal and $\kappa=k_2$ for transverse motion, with $m\omega^2=2\kappa(1-\cos\theta)$ and $\theta=k_xa$.

In real displacements take $e^{i\theta_Ln}+\rho e^{-i\theta_Ln}$ for $n\le0$ and $\tau e^{i\theta_Rn}$ for $n\ge1$. All springs are equal, so each solution must continue correctly by one layer:

$$1+\rho=\tau,\qquad e^{i\theta_L}+\rho e^{-i\theta_L}=\tau e^{i\theta_R}.$$

Eliminating $\tau$,

$$\rho=\frac{e^{i\theta_R}-e^{i\theta_L}}{e^{-i\theta_L}-e^{i\theta_R}},\qquad
R=|\rho|^2=\frac{\sin^2[(\theta_R-\theta_L)/2]}{\sin^2[(\theta_R+\theta_L)/2]} .$$

Since $\sin^2A-\sin^2B=\sin(A+B)\sin(A-B)$,

$$T=1-R=\frac{\sin\theta_L\sin\theta_R}{\sin^2[(\theta_L+\theta_R)/2]} . \tag{10}$$

For longitudinal motion $\cos\theta_L=1-14.45/120=0.8796$ and $\cos\theta_R=1-28.9/120=0.7592$. The sines are 0.4757 and 0.6509, and (10) gives $T=0.3097/0.3210=0.965$. The Bloch-mode calculation gives 0.964810, equal to (10) at the printed precision. In the long-wave limit $\theta\propto\sqrt m$, and $R$ tends to $[(\sqrt2-1)/(\sqrt2+1)]^2=0.029$ for both polarizations. At the present frequency the transverse wave has the larger $\theta$ and departs further from this limit, with $T=0.9465$.

At oblique incidence $q$ is still conserved, but polarization is not. At $qa=0.3927$ the flat boundary converts 11% of the longitudinal and 13% of the transverse incident flux. Counting conversion as diffuse would assign roughness to a perfectly flat boundary.

## The rough boundary

Each of 16 rows now receives an independent boundary height from five equally likely layer positions. The rms height is $\sqrt2\,a=0.424$ nm. For one profile, all probabilities for incidence from the left were tested against direct wave matching in real displacements, which uses no Green function. The largest absolute difference is $2.2\times10^{-8}$.

Averages over 300 profiles give the following values; L and T label mostly longitudinal and transverse modes.

| mode | $qa$ | $R$ | $p^R$ | $p^T$ | $p$ |
|---|---|---|---|---|---|
| L | 0 | 0.015 | 0.18 | 0.943 | 0.932 |
| T | 0 | 0.019 | 0.13 | 0.910 | 0.895 |
| L | 0.393 | 0.029 | 0.22 | 0.925 | 0.905 |
| T | 0.393 | 0.025 | 0.31 | 0.910 | 0.895 |
| T | 0.785 | 0.056 | 0.44 | 0.873 | 0.849 |

The estimated standard errors of $p$ lie between 0.001 and 0.003; those of $p^R$ are about 0.01. For the first row,

$$p=0.0152\times0.1814+0.9848\times0.9433=0.0028+0.9290=0.932 .$$

The large overall specularity comes almost entirely from transmission. In this 16-row cell, only 18% of the small reflected flux is coherent; the fraction depends on the width, with 29% at 20 rows and 23% at 32 and 64 rows. A calculation that applied $p=0.93$ to reflected phonons would misrepresent this boundary badly; it needs $p^R$ and $p^T$ separately.

Roughness also raises the transmission summed over left-incident modes, from 7.47 for the flat boundary to 7.74. This gain should not be credited to diffuse scattering. A smooth boundary whose layers carry the laterally averaged masses scatters nothing diffusely and transmits 7.94. The rough boundary thus transmits more than the abrupt one, but less than the smoothly graded one. The thermal resistance itself requires an integral over all frequencies.

At $\omega=7\times10^{12}$ rad/s the normal-incidence specularities rise to 0.988 (L) and about 0.996 (T), in the direction expected when the wavelength grows relative to the roughness. These values also depend on the supercell. With 16 rows, the lowest mode at $qa=\pm0.393$ needs $m\omega^2\ge2k_2(1-\cos0.393)=3.05$ N/m, while $m\omega^2$ is 2.45 N/m on the left and 4.9 N/m on the right. The only diffuse channels for normal incidence from the left are therefore the two transverse modes at $qa=\pm0.393$ in the right lead, and a wider cell is needed for a quantitative value. In this cell the order of the two polarizations is reversed from that at the higher frequency. With so few diffuse channels, this order should not be read as a property of the boundary itself: at 64 rows the values are 0.994 (L) and 0.990 (T).

## Convergence with supercell width

For the normal longitudinal mode, $p^{\rm raw}-p=0.9403-0.9317=0.0086$. Doubling the width to 32 rows reduces this speckle to 0.0045, a factor of 0.52. For the transverse mode it falls from 0.0217 to 0.0116, a factor of 0.53. Both are close to the leading-order value of one half.

The coherent values change less in relative terms, but they do change: from 0.932 to 0.923 (L) and from 0.895 to 0.890 (T). The longitudinal shift is about six times the standard error of the narrower run. A finite supercell offers a discrete set of channels for diffuse scattering, so some width dependence can remain after speckle is removed. The dependence is not monotonic: the longitudinal value is 0.911 at 20 rows, and at 64 rows the two values are 0.921 (L) and 0.886 (T). A narrow cell therefore fixes $p$ at normal incidence only to 0.01 or 0.02, although unitarity in the 16-row ensemble holds to better than $10^{-6}$. The oblique values fall by 0.01 to 0.02 between 16 and 64 rows (from 0.849 to 0.825 at $qa=0.785$), and the conditional values need their own width test. This matters most for $p^R$: with $R=0.015$, a change of only 0.001 in the coherent reflected flux shifts $p^R$ by about 0.07. Unitarity measures flux bookkeeping; it says nothing about convergence in width or number of samples.

The method needs more care near a band edge, where both the bulk subtraction in (8) and the modal separation (5) become sensitive to $\eta$. Reduce $\eta$ there, or move the frequency, and check that the defect scales linearly. If anharmonic scattering within the device matters, flux leaves the elastic channels at $\omega$, and the unitary matrix (8) no longer describes the whole process. The remaining checks and values are in the numerical output.

## Calculated quantities

```
springs k1, k2 = 40, 20 N/m; spacing a = 0.3 nm
masses left, right = 5.0e-26, 1.0e-25 kg
rows = 16, device layers = 6, samples = 300
rms height = 0.4243 nm
omega = 1.70e+13 rad/s, eta = 1e-07
channels: left 8, right 10
largest relative velocity error = 1.6e-07
largest relative flux-form error = 7.1e-08
flat: largest probability with changed q = 7.6e-23
flat, normal incidence, T (modes / closed form):
  L: 0.964810 / 0.964810
  T: 0.946508 / 0.946508
one rough sample:
  largest difference from wave matching = 2.2e-08
  sum of |t|^2 = 7.720839, trace formula = 7.720839
  unitarity defect, eta 1e-7 = 4.36e-07
  unitarity defect, eta 1e-5 = 4.36e-05
  bad degenerate basis: eigen residual = 2.9e-12
  bad degenerate basis: unitarity defect = 1.680
  shift-law error = 1.3e-11
largest unitarity defect in ensemble = 4.9e-07
left-incident modes (L/T = mostly longitudinal/transverse)
mode  q*a     kx*a    v(m/s)  long.frac  T_flat  converted_flat
L    0.0000  0.4958  10074.6  1.0000     0.9648  0.0000
T    0.0000  0.8779   5431.2  0.0000     0.9465  0.0000
L    0.3927  0.3067   6069.0  1.0000     0.9320  0.1124
T    0.3927  0.7744   4935.9  0.0002     0.9172  0.1303
T    0.7854  0.3719   2565.0  0.0003     0.9280  0.0000
rough ensemble; pR, pT = coherent part of R, T over R, T
mode  q*a     R       T       pR      pT      p_raw   p_coh   +-
L    0.0000  0.0152  0.9848  0.1814  0.9433  0.9403  0.9317  0.0014
T    0.0000  0.0192  0.9808  0.1340  0.9095  0.9163  0.8946  0.0032
L    0.3927  0.0292  0.9708  0.2238  0.9252  0.9215  0.9047  0.0019
T    0.3927  0.0249  0.9751  0.3052  0.9104  0.9204  0.8954  0.0029
T    0.7854  0.0561  0.9439  0.4398  0.8728  0.8857  0.8485  0.0029
total transmission, flat = 7.4657
total transmission, rough mean = 7.7438
normal incidence at omega = 7.0e+12 rad/s:
  p_coh L, T = 0.9880, 0.9965
normal incidence, 32 rows, 150 samples:
  p_coh L, T = 0.9228, 0.8898
  speckle L, T = 0.00447, 0.01156
speckle L, T at 16 rows = 0.00860, 0.02168
```
